\section*{Proton Tunnelling Rates with a Fluctuating Donor-Acceptor Distance}

\section{The situation}

In a chemically amplified resist, an acid proton can move between hydrogen-bonded oxygen sites during the bake. If it tunnels, its coupling falls steeply with the oxygen-oxygen distance $R$. That distance also fluctuates, and short distances gain more rate than long ones lose. How large is the net gain over the rate at the mean distance?

Near the mean distance $R_0$, let
\begin{equation}
J(x)=J_0e^{-\alpha x},\qquad x=R-R_0,
\label{coupling}
\end{equation}
where $x$ has mean zero and variance $\sigma^2$. For slow, classical Gaussian motion the result is
\begin{equation}
\bar k=k_0e^{2\alpha^2\sigma^2},
\label{result}
\end{equation}
with $k_0$ the golden-rule rate at fixed $R_0$. The derivation assumes that $J$ is weak, that the reorganization energy and driving force do not depend on $R$, and that $R$ equilibrates much faster than the proton reacts. The algebra uses atomic units, $\hbar=1$; numbers are in eV and angstrom. We write $\beta=1/kT$.

\section{Where the exponential comes from}

For equivalent sites, two localized proton states with energy $E$ and coupling $J$ form the matrix
\[
\begin{pmatrix}E&J\\J&E\end{pmatrix},
\]
whose eigenvalues are $E\pm J$. Thus $|J|$ is half the tunnelling splitting. In the semiclassical regime $J\propto e^{-S}$, with
\begin{equation}
S(R)=\int_{r_1}^{r_2}\sqrt{2m[V(r,R)-E(R)]}\,dr .
\end{equation}
Here $m$ is the proton mass, $r$ its position, and $r_1,r_2$ are the inner turning points. The integrand vanishes at both ends, so moving the end points adds nothing to the first derivative:
\begin{equation}
\frac{dS}{dR}=\int_{r_1}^{r_2}
\frac{m(\partial V/\partial R-dE/dR)}{\sqrt{2m(V-E)}}\,dr .
\end{equation}
If the prefactor of $e^{-S}$ varies slowly, $\alpha=-d\ln J/dR\simeq dS/dR$. Equation \eqref{coupling} is therefore a local law: it replaces $\ln J$ by its tangent at $R_0$.

\section{The rate at fixed distance}

Let $H_i$ and $H_f$ govern all other motion when the proton is on the donor or the acceptor. To first order in $J$, the acceptor component at time $t$ is
\[
|\psi_f(t)\rangle=-i\int_0^t dt'\,
e^{-iH_f(t-t')}Je^{-iH_it'}|\psi_i\rangle .
\]
Its squared norm contains two times, $t'$ and $t''$. The thermal initial state commutes with $H_i$, so the average depends on $u=t''-t'$ alone. Once $t$ exceeds the correlation time, the double integral grows as $t$ times
\begin{equation}
k=\int_{-\infty}^{\infty}du\,
\left\langle e^{iH_iu}Je^{-iH_fu}J\right\rangle .
\label{golden}
\end{equation}

Represent the surroundings by a harmonic coordinate $q$, with energy $\kappa q^2/2$ before the hop and $\kappa(q-q_0)^2/2+\Delta G$ after it. The energy gap is
\[
X=\Delta G+\lambda-\kappa q_0q,\qquad \lambda=\kappa q_0^2/2 .
\]
Classically $\langle q^2\rangle=kT/\kappa$. Hence $X$ is Gaussian with mean $\Delta G+\lambda$ and variance $\kappa^2q_0^2kT/\kappa=2\lambda kT$. Many such coordinates simply add their contributions to $\lambda$. If they barely move while the correlation decays, the bath factor is
\begin{equation}
\langle e^{-iXu}\rangle=e^{-i(\Delta G+\lambda)u-\lambda kTu^2}.
\label{bath}
\end{equation}
With $J=J_0$, the Gaussian integral over $u$ gives
\begin{equation}
k_0=J_0^2\sqrt{\frac{\pi}{\lambda kT}}\,
\exp\!\left[-\frac{(\Delta G+\lambda)^2}{4\lambda kT}\right]
=2\pi J_0^2\rho .
\label{static}
\end{equation}
This defines the Franck-Condon density $\rho$, which includes the factor $(4\pi\lambda kT)^{-1/2}$.

\section{The Gaussian average}

If $x$ is classical and stands still during the correlation time, both factors of $J$ in \eqref{golden} are taken at the same $x$. The rate at that distance is $k(x)=k_0e^{-2\alpha x}$. In the average over $x$, complete the square:
\begin{equation}
-2\alpha x-\frac{x^2}{2\sigma^2}
=-\frac{(x+2\alpha\sigma^2)^2}{2\sigma^2}+2\alpha^2\sigma^2 .
\label{square}
\end{equation}
The shifted Gaussian has the same area as the original one, so
\[
\langle e^{-2\alpha x}\rangle
=\frac{1}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}
e^{-2\alpha x-x^2/2\sigma^2}dx=e^{2\alpha^2\sigma^2},
\]
which proves \eqref{result}. The factor 2 has a simple origin: the rate contains $J^2$, so its logarithmic slope is $2\alpha$, and a Gaussian average gives $(2\alpha)^2\sigma^2/2$.

Equation \eqref{square} also shows which distances carry the rate. They form a Gaussian of unchanged width $\sigma$ centred at
\begin{equation}
x_*=-2\alpha\sigma^2 .
\label{shift}
\end{equation}
The coupling law and the distance distribution must therefore hold near $R_0+x_*$, not merely near $R_0$.

\section{When the mean rate is the decay rate}

Leave out return hops, so that only the first hop counts. If each pair of sites kept its distance for ever, the donor population would be $N(t)=\langle e^{-k(x)t}\rangle$. Its initial slope is $-\bar k$, but later decay is slower because the short pairs have already reacted. Relaxation of $x$ must refill the short distances.

To find how fast it must be, take diffusive relaxation at rate $\gamma$. Put $y=x/\sigma$ and write the donor distribution as the equilibrium Gaussian times $\phi(y,t)$. Then
\begin{equation}
\partial_t\phi=\gamma(\phi''-y\phi')-k(y)\phi .
\end{equation}
The Hermite polynomials $\mathrm{He}_n$ satisfy $\mathrm{He}_n''-y\mathrm{He}_n'=-n\mathrm{He}_n$ and $\langle\mathrm{He}_n\mathrm{He}_m\rangle=n!\,\delta_{nm}$. With $z=2\alpha\sigma$, their generating function gives
\[
\frac{k(y)}{\bar k}=e^{-zy-z^2/2}
=\sum_{n=0}^{\infty}\frac{(-z)^n}{n!}\mathrm{He}_n(y).
\]
For large $\gamma$, write $\phi\propto1+\phi_1$. At first order in $1/\gamma$, the slowest mode obeys $\gamma(\phi_1''-y\phi_1')=k-\bar k$, so
\[
\phi_1=-\frac{\bar k}{\gamma}\sum_{n\ge1}
\frac{(-z)^n}{n\,n!}\mathrm{He}_n .
\]
The decay constant is $\langle k(1+\phi_1)\rangle$, because $\langle\phi_1\rangle=0$:
\begin{equation}
k_{\rm decay}\simeq\bar k\left[1-\frac{\bar k}{\gamma}
\sum_{n\ge1}\frac{z^{2n}}{n\,n!}\right].
\label{relax}
\end{equation}
For the example below, $z^2=6.32$ and the sum is about 108. Relaxation must then be much faster than $108\,\bar k$, not just faster than $\bar k$. Numerical solution of the diffusion equation gives $k_{\rm decay}/\bar k=0.9999$ at $\gamma=10^6\bar k$, as \eqref{relax} predicts, and 0.050 at $\gamma=0.1\bar k$. In between, the first-order formula overstates the loss: the ratio is 0.945 at $\gamma=10^3\bar k$, where \eqref{relax} gives 0.89, and 0.78 at $\gamma=108\,\bar k$.

\section{A quantum distance mode}

Let $x$ now be a harmonic mode of mass $M$ and frequency $\Omega$, unchanged by the hop. Set $h=\beta\Omega/2$ and
\[
x(t)=\frac{ae^{-i\Omega t}+a^\dagger e^{i\Omega t}}{\sqrt{2M\Omega}},
\qquad n=\frac{1}{e^{2h}-1}.
\]
Since $\langle aa^\dagger\rangle=n+1=e^h/(2\sinh h)$ and $\langle a^\dagger a\rangle=n=e^{-h}/(2\sinh h)$,
\begin{equation}
C(t)=\langle x(t)x(0)\rangle
=\frac{\cosh(h-i\Omega t)}{2M\Omega\sinh h},
\quad s_q^2=C(0)=\frac{\coth h}{2M\Omega}.
\label{corr}
\end{equation}

We need the thermal average of an exponential. Let $Q=a+a^\dagger$, $Y=e^{gQ}$ and $f(g)=\langle Y\rangle$. Cycling the trace gives $\langle aY\rangle=e^{2h}\langle Ya\rangle$, while $[a,Y]=gY$; together they give $\langle aY\rangle=(n+1)gf$. In the same way $\langle a^\dagger Y\rangle=ngf$. Therefore $f'=(2n+1)gf$ and
\[
f=e^{(2n+1)g^2/2}=e^{g^2\langle Q^2\rangle/2}.
\]
A phase rotation of $a$ leaves the thermal state unchanged, so $\langle e^L\rangle=e^{\langle L^2\rangle/2}$ for any real linear combination $L$ of position and momentum.

Put $A_1=-\alpha x(t)$ and $A_2=-\alpha x(0)$. Their commutator is a number, so $e^{A_1}e^{A_2}=e^{A_1+A_2}e^{[A_1,A_2]/2}$. The exponent of the average is
\[
\tfrac12\langle(A_1+A_2)^2\rangle+\tfrac12[A_1,A_2]
=\tfrac12\langle A_1^2\rangle+\tfrac12\langle A_2^2\rangle+\langle A_1A_2\rangle ,
\]
and hence
\begin{equation}
\langle J(t)J(0)\rangle=J_0^2e^{\alpha^2[s_q^2+C(t)]}.
\end{equation}

Multiply this by the bath factor \eqref{bath} and shift the contour to $t=s-i\beta/2$. The integrand has no singularities and the Gaussian removes the end contributions, so the integral is unchanged. The correlation becomes real:
\begin{equation}
C(s-i\beta/2)=A\cos\Omega s,\qquad
A=\frac{1}{2M\Omega\sinh h}.
\end{equation}
The bath exponent becomes
\[
-i(\Delta G+\lambda)t-\lambda kTt^2
=-i\Delta G\,s-\lambda kTs^2-\frac{\beta\Delta G}{2}-\frac{\beta\lambda}{4}.
\]
The constants cancel on division by the fixed-distance rate, and the odd part of $e^{-i\Delta Gs}$ integrates to zero. For this classical bath the multiplier is
\begin{equation}
F=e^{\alpha^2s_q^2}
\frac{\displaystyle\int ds\,e^{\alpha^2A\cos\Omega s}
\cos(\Delta G\,s)e^{-\lambda kTs^2}}
{\displaystyle\int ds\,\cos(\Delta G\,s)e^{-\lambda kTs^2}} .
\label{quantum}
\end{equation}

\subsection*{Slow and fast limits}

With $\sigma^2=kT/(M\Omega^2)$ we have $1/(2M\Omega)=\sigma^2h$, so
\[
s_q^2=\sigma^2h\coth h,\qquad A=\sigma^2h/\sinh h .
\]
Both tend to $\sigma^2$ as $h\to0$. At $\Delta G=0$ the weight in \eqref{quantum} has $\langle s^2\rangle=1/(2\lambda kT)$. Expanding the cosine gives
\begin{equation}
\ln F\simeq2\alpha^2\sigma^2+\frac{\alpha^2\sigma^2h^2}{6}
-\frac{\alpha^2\sigma^2\Omega^2}{4\lambda kT}.
\label{slow}
\end{equation}
Slow, classical motion means that both corrections are small compared with one. The static formula then follows.

The opposite limit at $\Delta G=0$ is $h\gg1$ at fixed ground-state spread. Then $A\to0$ and $F\to e^{\alpha^2s_q^2}$. This is the square of the mean coupling, since $\langle e^{-\alpha x}\rangle^2=e^{\alpha^2s_q^2}$. A slow mode averages $J^2$; a fast one first averages $J$. The exponent at given variance differs by a factor of two.

\section{Worked example}

Take 380 K, $kT=0.03275$ eV, $R_0=2.70$ angstrom, $\sigma=0.05$ angstrom, $\lambda=0.60$ eV and $\Delta G=0$. The proton potential is the lower root of two mirrored Morse curves,
\[
V=\frac{u_1+u_2}{2}-\sqrt{\left(\frac{u_1-u_2}{2}\right)^2+W^2},
\quad u_j=D\left[1-e^{-c(r_j-b)}\right]^2,
\]
with $r_1=r$, $r_2=R-r$, $D=4.8$ eV, $c=2.2$ per angstrom, $b=0.97$ angstrom and $W=1.0$ eV. The barrier at $R_0$ is 0.83 eV. The computed splitting gives $J_0=8.67\times10^{-5}$ eV and $\alpha=25.1$ per angstrom; the tunnelling action gives 25.4.

For the fixed-distance rate, \eqref{static} gives $\rho=0.0206$ per eV. A sum of displaced-oscillator overlaps with a bath quantum of 0.005 eV gives 0.0207. Restoring $\hbar$,
\[
k_0=\frac{2\pi(8.67\times10^{-5}\ {\rm eV})^2(0.0206\ {\rm eV}^{-1})}
{6.58\times10^{-16}\ {\rm eV\,s}}
\simeq1.5\times10^6\ {\rm s}^{-1}.
\]
The fluctuations contribute
\[
2\alpha^2\sigma^2=2(25.14)^2(0.05)^2=3.16,\qquad e^{3.16}=23.6,
\]
so $\bar k\simeq3.5\times10^7$ per second, or 35 hops per microsecond. The dominant distance is $2.70-0.126=2.574$ angstrom, and 99.4\% of the mean rate comes from $R<R_0$.

Take a reduced mass of 16 u for the oxygen-oxygen mode, as if each oxygen moved with a group of 32 u. This $\sigma$ then implies a quantum of 0.0585 eV and $h=0.89$. The mode is not fully classical, and \eqref{quantum} gives $F=27.4$, 16\% above the static value. Two bare oxygen atoms have a reduced mass of 8 u, which raises $F$ to 32, or 37\% above the static value. For the 16 u mode, a direct sum over vibrational states gives 23.6 when the mass is raised a hundredfold at fixed stiffness. With a quantum of 3 eV and the original ground-state spread, it gives 4.1, the fast limit.

\section{What limits the number}

Each change below is made alone, with the other settings held fixed; the reference is the factor 23.6.

\textbf{Coupling law.} Using the computed $J(R)$ lowers the factor to 14.8. The slope $\alpha$ falls to 21.4 per angstrom at the dominant distance, so the tangent overestimates $J$ there. The error grows with $\sigma$: at 0.03 angstrom the formula gives 3.1 against 2.9, but at 0.07 angstrom it gives 490 against 96.

\textbf{Distance distribution.} A Morse potential for the oxygen-oxygen motion, with the same curvature and a range parameter of 2 per angstrom, is stiffer on the short side. With $R_0$ kept at its minimum, the factor falls to 10.1. The mean distance then lies 0.008 angstrom above $R_0$; relative to the rate at that mean, the factor is 14.9.

\textbf{Reorganization energy.} Suppose all of $\lambda$ scales as the square of the hop length $d=R-2b$, which is 0.76 angstrom at $R_0$. The activation energy $\lambda/4$ then falls as $R$ shortens, which adds to the slope $2\alpha$ the amount
\[
g=\frac{1}{4kT}\frac{d\lambda}{dR}=\frac{\lambda}{2d\,kT}
\simeq12\ \hbox{per angstrom}.
\]
The estimate $e^{(2\alpha+g)^2\sigma^2/2}$ is about 130, and the full average gives 132. The estimate leaves out the prefactor $\lambda^{-1/2}$, which would raise it, and the curvature of $\lambda(R)$, which would lower it; for these parameters the two nearly cancel. The result is sensitive to how $d$ is defined. In this potential the two localized proton states lie 0.71 angstrom apart at $R_0$, and their separation changes 1.09 times as fast as $R$; using it for $d$ gives $g\simeq14$ per angstrom and a factor of about 205. The change in $\lambda$ is the largest of the three corrections to the factor. The three changes partly cancel. Together they give 25 when $R_0$ is the minimum of the Morse potential, and 39 when it is the mean distance; with the separation of the localized states as $d$, the 25 becomes 32.5. The closeness of the first number to 23.6 belongs to these parameters and does not show that the formula is accurate.

\textbf{Weak coupling.} Let $\Omega_b$ be the bath frequency. The golden-rule rate divided by the classical crossing rate $(\Omega_b/2\pi)e^{-\lambda/4kT}$ is
\[
\frac{2\pi J^2}{\Omega_b}\sqrt{\frac{\pi}{\lambda kT}} .
\]
For $\Omega_b=0.005$ eV it rises from $1.2\times10^{-4}$ at $R_0$ to 0.043 at the dominant distance. The rate-carrying distances spread by about $\sigma$ around that point, so the short tail must be examined too. Distances where the ratio exceeds one carry under 2\% of the mean rate with the computed $J(R)$, 14\% with the tangent law, and about a third in the cases that gave 96 and 132. A Landau-Zener correction that leaves out the lowering of the barrier by $J$ reduces 14.8 to 13.5, 23.6 to 18.5, 96 to about 60 and 132 to about 80. Perturbation theory is therefore reasonable for the computed $J(R)$ at $\sigma=0.05$ angstrom, but not for the two larger factors. The ratio also assumes a bath that oscillates at $\Omega_b$. For an overdamped bath with relaxation time $\tau$ the parameter is $4\pi J^2\tau/\lambda$, which reaches one at $\tau\simeq4$ ns at $R_0$ and at $\tau\simeq12$ ps at the dominant distance; slower polymer motion would control the rate. Hops from the first excited proton level of one site to the same level of the other add about 4\% to the rate at $R_0$. Hops that change the level, and the excited share at shorter distances, were not computed.

\section{Beside a real resist}

The example illustrates the formula at a post-exposure bake temperature; it does not predict the rate in a resist. Its parameters are round values, not measurements on a particular material. The proton barrier of 0.83 eV is high for a strongly acidic site: for a proton shared by two rigid water molecules at 2.70 angstrom, Hartree-Fock gives 0.3 to 0.4 eV and MP2 gives 0.1 to 0.2 eV; between the 6-31G and cc-pVTZ bases the values rise by about 0.1 and 0.06 eV. A barrier that low makes $J$ much larger, and the weak-coupling rate used here may then fail. The stiffness implied by $\sigma$, 13 eV per square angstrom, is high for an ordinary neutral hydrogen bond and suits a short, strong ionic one better. Yet 2.70 angstrom is an ordinary hydrogen-bond length, so the chosen $\sigma$ is probably too small for it. Softer bonds have larger $\sigma$, where the simple formula soon exceeds its range. A real polar polymer also need not keep $\lambda$ fixed as $R$ changes; in this model that alone moves the golden-rule factor from 24 to between 130 and about 200, depending on the hop length used, and part of that gain comes from distances where the coupling is no longer weak. Polymer packing may hold some site distances fixed for longer than a hop takes, and such pairs need a distribution of rates instead of one mean. Finally, $\bar k$ describes one hop between equivalent sites. It is not an acid diffusion coefficient, which also depends on the counterion, on the network of sites and on return hops. The numerical output lists the parameters and the main computed results.

\section*{Table of computed values}
\begin{verbatim}
temperature: 380 K
thermal energy kT: 0.03275 eV
mean O-O distance R0: 2.7 angstrom
sigma: 0.05 angstrom
reorganization energy: 0.6 eV
O-O mode mass: 16 u
proton Morse depth: 4.8 eV
proton Morse range parameter: 2.2 1/angstrom
proton Morse bond length: 0.97 angstrom
electronic coupling: 1 eV
bath quantum: 0.005 eV
O-O Morse range parameter: 2 1/angstrom
proton barrier at R0: 0.8309 eV
J0: 8.671e-05 eV
alpha from splitting: 25.14 1/angstrom
alpha from tunnelling action: 25.37 1/angstrom
exponent 2 alpha^2 sigma^2: 3.16
enhancement factor: 23.58
dominant shift -2 alpha sigma^2: -0.1257 angstrom
dominant distance: 2.574 angstrom
share of mean rate from R < R0: 0.994
Franck-Condon density, formula: 0.02062 1/eV
Franck-Condon density, overlaps: 0.02068 1/eV
static rate: 1.48e+06 1/s
averaged rate: 3.49e+07 1/s
O-O stiffness: 13.1 eV/angstrom^2
O-O quantum: 0.0585 eV
O-O quantum over 2kT: 0.8932
averaged rate over O-O angular frequency: 3.927e-07
quantum sigma: 0.05596 angstrom
factor, quantum O-O mode: 27.43
factor, mode mass times 100: 23.61
factor, fast mode (3 eV quantum): 4.102
decay/mean rate, relaxation 1e6 x mean: 0.9999
decay/mean rate, relaxation 0.1 x mean: 0.05013
factor, double-well J(R): 14.84
factor, anharmonic O-O motion: 10.11
factor, R-dependent reorganization: 131.5
factor, these three together: 25.14
J at dominant distance: 0.00164 eV
alpha at dominant distance: 21.38 1/angstrom
adiabaticity at R0: 0.0001195
adiabaticity at dominant distance: 0.04276
proton excitation energy: 0.3685 eV
excited-level rate over ground-level rate: 0.03693
sigma 0.03 angstrom: formula factor: 3.12
sigma 0.03 angstrom: double-well factor: 2.895
sigma 0.07 angstrom: formula factor: 490
sigma 0.07 angstrom: double-well factor: 96.44
\end{verbatim}
